# Screening in Vertical Transitions from a Relaxed Charged Defect: test program

```python
"""Finite-size correction of a vertical transition from a relaxed charged defect.

Result under test (Hartree atomic units):
  T_iso = T_L + (alpha/L) * [q*D/eps0 + D**2/(2*epsinf)] + O(L**-3)
q: initial charge, for which all ions are relaxed; D: added charge, ions frozen;
T_L, T_iso: vertical energy in a cubic supercell of side L and for one defect;
eps0, epsinf: static and electronic dielectric constants; alpha: Madelung constant.
The test crystal has an electronic and an ionic Gaussian dipole in each cubic cell.
Its energy is minimized directly; the isolated defect is a Brillouin-zone integral.
"""
import itertools
import numpy as np
from scipy.special import erfc
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
a_lat = 8.0                                  # lattice constant, bohr
volume = a_lat**3
pol_e, pol_i = 0.2 * volume, 1.2 * volume    # polarizabilities, bohr^3
width_e, width_i, width_d = 0.30 * a_lat, 0.34 * a_lat, 0.30 * a_lat
site = 0.5 * a_lat * np.ones(3)              # defect at the cube centre
G_VECTORS = 2 * np.pi / a_lat * np.array(
    list(itertools.product(range(-3, 4), repeat=3)), dtype=float)


def energy_blocks(k_points):
    """Quadratic energy per k: P^H H P/2 + Q Re(P^H c) + Q^2 w/2."""
    K = k_points[:, None, :] + G_VECTORS[None, :, :]
    K2 = np.sum(K**2, axis=2)
    nonzero = K2 > 1e-20
    coulomb = np.where(nonzero, 4 * np.pi / volume / np.where(nonzero, K2, 1.0), 0.0)
    form = [np.exp(-0.5 * s**2 * K2) for s in (width_e, width_i)]
    form_d = np.exp(-0.5 * width_d**2 * K2)
    phase = np.exp(-1j * (K @ site))
    n = len(k_points)
    H = np.zeros((n, 6, 6))
    c = np.zeros((n, 6), dtype=complex)
    for i in range(2):
        for j in range(2):
            weighted = K * (coulomb * form[i] * form[j])[:, :, None]
            H[:, 3*i:3*i+3, 3*j:3*j+3] = np.swapaxes(weighted, 1, 2) @ K
        factor = 1j * coulomb * form[i] * form_d * phase
        c[:, 3*i:3*i+3] = np.sum(K * factor[:, :, None], axis=1)
    H += np.diag([1 / pol_e] * 3 + [1 / pol_i] * 3)
    w = np.sum(coulomb * form_d**2, axis=1)
    return H, c, w


def solve(matrix, rhs):
    return np.linalg.solve(matrix, rhs[..., None])[..., 0]


def minimize(sample, charge, frozen_ions=None):
    """Minimum energy and dipoles; ionic dipoles may be held fixed."""
    H, c, w, weights = sample
    if frozen_ions is None:
        P = solve(H, -charge * c)
    else:
        force = charge * c[:, :3] + np.einsum("kij,kj->ki", H[:, :3, 3:], frozen_ions)
        P = np.concatenate([solve(H[:, :3, :3], -force), frozen_ions], axis=1)
    HP = np.einsum("kij,kj->ki", H, P)
    per_k = (0.5 * np.sum(P.conj() * HP, axis=1).real
             + charge * np.sum(P.conj() * c, axis=1).real + 0.5 * charge**2 * w)
    return float(np.sum(weights * per_k)), P


def vertical(sample, q, q_final):
    """Vertical energy and total final energy with ions relaxed for q."""
    initial, P = minimize(sample, q)
    final, _ = minimize(sample, q_final, P[:, 3:])
    return final - initial, final


def supercell(n):
    index = np.arange(-(n // 2), n - n // 2)
    k = 2 * np.pi / (n * a_lat) * np.array(list(itertools.product(index, repeat=3)), float)
    return (*energy_blocks(k), np.full(n**3, 1.0 / n**3))


def isolated(order):
    """Zone integral over one pyramid; its Jacobian removes the 1/k^2 singularity."""
    x, wx = np.polynomial.legendre.leggauss(order)
    x, wx = 0.5 * (x + 1), 0.5 * wx
    t, u, v = [z.ravel() for z in np.meshgrid(x, x, x, indexing="ij")]
    wt, wu, wv = [z.ravel() for z in np.meshgrid(wx, wx, wx, indexing="ij")]
    k = np.pi / a_lat * np.column_stack([t, t * u, t * v])
    return (*energy_blocks(k), 3 * t**2 * wt * wu * wv)


def madelung(eta):
    """Ewald constant of unit point charges in background, unit cube."""
    m = np.array([p for p in itertools.product(range(-6, 7), repeat=3) if any(p)], float)
    r = np.linalg.norm(m, axis=1)
    g2 = (2 * np.pi * r)**2
    return -(np.sum(4 * np.pi / g2 * np.exp(-g2 / (4 * eta**2)))
             + np.sum(erfc(eta * r) / r) - 2 * eta / np.sqrt(np.pi) - np.pi / eta**2)


alpha = madelung(2.0)
assert abs(alpha - madelung(2.6)) < 1e-10

# Dielectric constants from the response to a uniform macroscopic field.
H_zero = energy_blocks(np.zeros((1, 3)))[0][0]
eps_inf = 1 + 4 * np.pi / volume * np.linalg.solve(H_zero[:3, :3], [1., 0., 0.])[0]
dip = np.linalg.solve(H_zero, [1., 0., 0., 1., 0., 0.])
eps_0 = 1 + 4 * np.pi / volume * (dip[0] + dip[3])
gap = 1 / eps_inf - 1 / eps_0
assert eps_0 > eps_inf > 1

# Long-range charges read from the minimized dipoles at a very small wavevector.
k_small = 1e-3 / a_lat * np.array([[1., 2., 3.]]) / np.sqrt(14)
small = (*energy_blocks(k_small), np.ones(1))
back_phase = np.exp(1j * (k_small[0] @ site))


def dipole_charge(vector):
    return float((-1j * (k_small[0] @ vector) * back_phase).real)


P_start = minimize(small, 1.0)[1][0]
P_end = minimize(small, 0.0, P_start[None, 3:])[1][0]
charge_start = 1 + dipole_charge(P_start[:3] + P_start[3:])
charge_end = dipole_charge(P_end[:3] + P_end[3:])
bare_ionic = dipole_charge(P_start[3:])
effective_ionic = eps_inf * charge_end
assert abs(charge_start - 1 / eps_0) < 1e-4
assert abs(effective_ionic + (1 - eps_inf / eps_0)) < 1e-4

sizes = [4, 6, 8, 10, 12]
cells = {n: supercell(n) for n in sizes}
single = isolated(12)
check = isolated(9)
transitions = [(1, 0), (1, 2), (2, 1), (0, -1)]
T_iso = {p: vertical(single, *p)[0] for p in transitions}
T_cell = {(n, p): vertical(cells[n], *p)[0] for n in sizes for p in transitions}
for p in transitions:
    assert abs(T_iso[p] - vertical(check, *p)[0]) < 1e-7

# Directly minimized vertical energies against the two unit-charge responses.
for sample in [single] + [cells[n] for n in sizes]:
    s_resp = 2 * minimize(sample, 1.0)[0]
    no_ions = np.zeros((len(sample[2]), 3), dtype=complex)
    a_resp = 2 * minimize(sample, 1.0, no_ions)[0]
    for q, qf in transitions:
        d = qf - q
        assert abs(vertical(sample, q, qf)[0] - (s_resp*q*d + a_resp*d*d/2)) < 1e-10


def size_limit(error_by_size):
    """Limit of L*error from the three largest cells, and a test at six cells."""
    y = np.array([n * a_lat * error_by_size[n] for n in (8, 10, 12)])
    x = np.array([1.0 / n**2 for n in (8, 10, 12)])
    coeff = np.linalg.solve(np.vander(x, 3, increasing=True), y)
    predicted = coeff @ np.array([1, 1 / 36, 1 / 36**2])
    assert abs(predicted - 6 * a_lat * error_by_size[6]) < 2e-3
    return coeff[0]


def recipes(q, qf):
    d = qf - q
    return np.array([q*d/eps_0 + d*d/(2*eps_inf), (qf**2 - q**2)/(2*eps_0),
                     (qf**2 - q**2)/(2*eps_inf), qf**2/(2*eps_inf) - q**2/(2*eps_0)])


limits = {}
for p in transitions:
    limits[p] = size_limit({n: T_iso[p] - T_cell[n, p] for n in sizes})
    assert abs(limits[p] - alpha * recipes(*p)[0]) < 1e-3


def residuals(n, p):
    return T_cell[n, p] + alpha * recipes(*p) / (n * a_lat) - T_iso[p]


for p in [(1, 0), (1, 2)]:
    left = np.abs(residuals(12, p))
    assert left[0] < 0.2 * np.min(left[1:])

# Neutral final state, and forward plus backward vertical energies.
neutral_iso = vertical(single, 1, 0)[1]
neutral = {n: vertical(cells[n], 1, 0)[1] for n in sizes}
neutral_limit = size_limit({n: neutral_iso - neutral[n] for n in sizes})
assert abs(neutral_limit - alpha * gap / 2) < 1e-3
loop_iso = T_iso[1, 0] + vertical(single, 0, 1)[0]
loop = {n: T_cell[n, (1, 0)] + vertical(cells[n], 0, 1)[0] for n in sizes}
loop_limit = size_limit({n: loop_iso - loop[n] for n in sizes})
assert abs(loop_limit - alpha * gap) < 1e-3

print(f"Lattice constant: {a_lat:.1f} bohr")
print(f"Polarizabilities, electronic and ionic: {pol_e:.1f}, {pol_i:.1f} bohr^3")
print(f"Gaussian widths, electronic, ionic, defect: "
      f"{width_e:.2f}, {width_i:.2f}, {width_d:.2f} bohr")
print(f"eps_inf = {eps_inf:.5f}, eps_0 = {eps_0:.5f} (dimensionless)")
print(f"1/eps_inf = {1/eps_inf:.6f}, 1/eps_0 = {1/eps_0:.6f}, difference = {gap:.6f}")
print(f"Madelung constant alpha = {alpha:.6f} (dimensionless)")
print(f"Long-range charge, relaxed +1: {charge_start:.6f} e")
print(f"Long-range charge, after +1 -> 0: {charge_end:.6f} e")
print(f"Effective frozen ionic charge: {effective_ionic:.6f} e")
print(f"Bare ionic dipole charge: {bare_ionic:.6f} e")
print("Coefficient of 1/L in T_iso - T_L (hartree bohr): measured, derived")
for p in transitions:
    print(f"  {p[0]:+d} -> {p[1]:+d}: {limits[p]:.5f}, {alpha*recipes(*p)[0]:.5f}")
print("Transition +1 -> 0: L (bohr), T_L, correction, corrected T (hartree)")
for n in sizes:
    L = n * a_lat
    corr = alpha * recipes(1, 0)[0] / L
    raw = T_cell[n, (1, 0)]
    print(f"  {L:.0f}: {raw:.7f}, {corr:.7f}, {raw + corr:.7f}")
print(f"Isolated +1 -> 0: {T_iso[1, 0]:.7f} hartree = {T_iso[1, 0]*HARTREE_EV:.4f} eV")
for n in (6, 12):
    print(f"Remaining error at L = {n*a_lat:.0f} bohr (meV): derived, "
          "all eps_0, all eps_inf, mixed")
    for p in transitions:
        row = ", ".join(f"{1000*HARTREE_EV*x:.2f}" for x in residuals(n, p))
        print(f"  {p[0]:+d} -> {p[1]:+d}: {row}")
print(f"Neutral final state, 1/L coefficient: measured {neutral_limit:.5f}, "
      f"derived {alpha*gap/2:.5f} hartree bohr")
print(f"Neutral final state, correction at L = 48 bohr: "
      f"{1000*HARTREE_EV*alpha*gap/(2*48):.2f} meV")
print(f"Forward plus backward, 1/L coefficient: measured {loop_limit:.5f}, "
      f"derived {alpha*gap:.5f} hartree bohr")
print(f"Forward plus backward (+1, 0): L = 48 bohr {loop[6]:.7f}, "
      f"isolated {loop_iso:.7f} hartree")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Lattice constant: 8.0 bohr
Polarizabilities, electronic and ionic: 102.4, 614.4 bohr^3
Gaussian widths, electronic, ionic, defect: 2.40, 2.72, 2.40 bohr
eps_inf = 3.18100, eps_0 = 13.20451 (dimensionless)
1/eps_inf = 0.314367, 1/eps_0 = 0.075732, difference = 0.238635
Madelung constant alpha = 2.837297 (dimensionless)
Long-range charge, relaxed +1: 0.075732 e
Long-range charge, after +1 -> 0: -0.238635 e
Effective frozen ionic charge: -0.759098 e
Bare ionic dipole charge: -0.823313 e
Coefficient of 1/L in T_iso - T_L (hartree bohr): measured, derived
  +1 -> +0: 0.23095, 0.23110
  +1 -> +2: 0.66101, 0.66085
  +2 -> +1: 0.01592, 0.01623
  +0 -> -1: 0.44598, 0.44598
Transition +1 -> 0: L (bohr), T_L, correction, corrected T (hartree)
  32: 0.0015825, 0.0072220, 0.0088044
  48: 0.0043978, 0.0048146, 0.0092125
  64: 0.0057141, 0.0036110, 0.0093251
  80: 0.0064738, 0.0028888, 0.0093626
  96: 0.0069699, 0.0024073, 0.0093772
Isolated +1 -> 0: 0.0093936 hartree = 0.2556 eV
Remaining error at L = 48 bohr (meV): derived, all eps_0, all eps_inf, mixed
  +1 -> +0: -4.93, -196.85, -388.77, -196.85
  +1 -> +2: 13.86, -178.05, 397.70, 589.62
  +2 -> +1: -14.32, -206.24, -782.00, -14.32
  +0 -> -1: 4.47, -187.45, 4.47, 4.47
Remaining error at L = 96 bohr (meV): derived, all eps_0, all eps_inf, mixed
  +1 -> +0: -0.45, -96.41, -192.37, -96.41
  +1 -> +2: 1.61, -94.35, 193.53, 289.49
  +2 -> +1: -1.48, -97.43, -385.31, -1.48
  +0 -> -1: 0.58, -95.38, 0.58, 0.58
Neutral final state, 1/L coefficient: measured 0.33847, derived 0.33854 hartree bohr
Neutral final state, correction at L = 48 bohr: 191.92 meV
Forward plus backward, 1/L coefficient: measured 0.67694, derived 0.67708 hartree bohr
Forward plus backward (+1, 0): L = 48 bohr 0.0442118, isolated 0.0583346 hartree
ALL CHECKS PASSED
```
